Island Density and Critical Size in Two-Dimensional Complete Condensation

When metal atoms are evaporated onto a cold, flat crystal terrace, they wander over it as adatoms, meet, and form islands one atom high. If the terrace is too cold for atoms to leave again, every deposited atom stays: condensation is complete. A higher flux makes meetings more frequent and gives more islands, which in turn collect adatoms sooner and so hinder the birth of further islands. The question is how strongly the island density depends on the flux, and what this dependence says about the smallest island that survives.

**Quantities and result**

All densities are numbers per lattice site. F is the flux per site per second, t the time and θ = Ft the deposited coverage. D is the adatom diffusion coefficient in site areas per second, and R = D/F. The density of clusters of s atoms is n_s, so n_1 is the adatom density. The critical size i is the largest size at which clusters break up faster than they grow; if even dimers grow faster than they break up, i = 1. Larger clusters are called islands; they are taken never to shrink, and their total density is N. Clusters and islands do not move, and islands have not yet coalesced.

A cluster of s atoms captures adatoms at the rate σ_s D n_1, where σ_s is a dimensionless capture number. Islands have the mean capture number σ_x. For two adatoms, the formation rate of dimers is written σ_1 D n_1²; the factors for counting pairs and for both partners moving are contained in σ_1.

Within mean-field rate theory, for constant capture numbers and large R, the result is

N = [(i+2) θ σ_i K_i / σ_x^(i+1)]^(1/(i+2)) (F/D)^(i/(i+2)).   (1)

K_i is the Walton constant, derived next. The exponent i/(i+2) refers to fixed coverage and temperature.

**First derivation: equilibrium and a steady adatom gas**

Consider first a dilute lattice gas in equilibrium, with activity z and energy gain E_b for each nearest-neighbour pair. Set y = exp(E_b/kT). A given cluster shape of s atoms and b bonds has statistical weight z^s y^b at each position. Vibrational factors are taken as equal for all atoms and absorbed in z. In the dilute limit the weight is the density of that shape, so n_1 = z, and summing over shapes gives

n_s = K_s n_1^s,   K_s = Σ_shapes y^b,   K_1 = 1.   (2)

This is the Walton relation. At strong binding the shapes with most bonds dominate, and K_s ≈ C_s exp(E_s/kT), with C_s their number per site and E_s their binding energy.

On a triangular lattice a dimer has three orientations. A trimer has two compact shapes with three bonds and nine open shapes with two. Hence

K_2 = 3y,   K_3 = 2y³ + 9y².

For y = 20 these are 60 and 19600. A direct sum over all arrangements of up to four atoms on a periodic lattice of 16 sites, at z = 10⁻⁶, gives n_2/n_1² = 60.000 and n_3/n_1³ = 19600.2.

During deposition the clusters up to size i are assumed to keep this equilibrium with the momentary adatom density. An island is born when a critical cluster captures one more adatom:

dN/dt = σ_i D n_1 n_i = σ_i K_i D n_1^(i+1).   (3)

Adatoms arrive at rate F and are mostly captured by islands. If their density adjusts quickly, and if nucleation uses few of them, gain balances capture:

F = σ_x D n_1 N,   so   n_1 = F/(σ_x D N).   (4)

Insert (4) in (3) and divide by F, since dθ = F dt:

dN/dθ = (σ_i K_i D/F) [F/(σ_x D N)]^(i+1)
      = σ_i K_i σ_x^(−(i+1)) (F/D)^i N^(−(i+1)).

The power of F/D is i+1 from the adatoms less one from the prefactor D/F. Multiplying by N^(i+1) separates the variables:

N^(i+1) dN = σ_i K_i σ_x^(−(i+1)) (F/D)^i dθ.   (5)

The left side integrates to N^(i+2)/(i+2), with N = 0 at the start. Multiplying by i+2 and taking the root gives (1).

The feedback is visible in (5). Nucleation goes as the power i+1 of the adatom density. Because each new island lowers that density, the growth of N slows down to N ∝ θ^(1/(i+2)) at fixed flux.

Two readings of (1) need separate statements. At fixed time rather than fixed coverage, θ = Ft contributes another factor F^(1/(i+2)), and N ∝ F^((i+1)/(i+2)). At fixed flux and coverage, D ∝ exp(−E_d/kT), with diffusion barrier E_d, and K_i ∝ exp(E_i/kT) give

N ∝ exp[(iE_d + E_i)/((i+2)kT)].   (6)

Islands are therefore sparser at higher temperature, as long as i stays the same.

For i = 1 there is no binding energy in the law, since a pair is already stable:

N = (3θσ_1/σ_x²)^(1/3) (F/D)^(1/3).

For larger i the exponent rises through 1/2 and 3/5 towards one, because nucleation needs more adatoms to meet and responds more sharply to their density.

**Second derivation: scaling of the reversible kinetics**

The second route assumes neither the Walton relation during growth nor a steady adatom density. It starts from attachment and detachment, and asks what survives when R becomes large.

Let k_(s+1) be the rate at which a cluster of s+1 atoms loses one. In true equilibrium each attachment process is balanced by its reverse:

σ_s D n_1 n_s = k_(s+1) n_(s+1).

Inserting (2) gives k_(s+1) = σ_s D K_s/K_(s+1). This rate belongs to the cluster and is kept during growth. For a size with several shapes it is an average over them, and keeping it assumes that the shapes interconvert quickly. Per unit of coverage, the net currents from size s to s+1 are

j_s = σ_s R [n_1 n_s − (K_s/K_(s+1)) n_(s+1)]   for s < i,
j_i = σ_i R n_1 n_i.

The last has no reverse term, by the definition of an island. For 2 ≤ s ≤ i the densities obey

dn_s/dθ = j_(s−1) − j_s,   and   dN/dθ = j_i.   (7)

Now count the atoms in clusters up to size i. Deposition adds one per unit coverage. Exchanges among these clusters change nothing. Each new island removes i+1 atoms, and existing islands remove σ_x R n_1 N:

d(Σ s n_s)/dθ = 1 − (i+1) j_i − σ_x R n_1 N,   sum over s = 1 to i.   (8)

Seek densities of the form

n_1 = R^(−b) η_1(θ),   n_s = R^(−sb) η_s(θ),   N = R^(−a) ν(θ),

where the functions η and ν stay finite as R grows at fixed θ > 0. Capture by islands must balance deposition in (8), which requires 1 − a − b = 0. The birth rate in (7) must match the change of N, which requires −a = 1 − (i+1)b. Replacing a by 1 − b in the second condition gives

b − 1 = 1 − (i+1)b,   (i+2)b = 2,

and hence b = 2/(i+2) and a = i/(i+2). The flux exponent thus follows before any equation has been integrated.

It remains to see that the other terms vanish. Write j_s = R^(1−(s+1)b) J_s, with J_s finite. Substituting in (7) and dividing by R^(1−sb) gives

R^(−1) dη_s/dθ = J_(s−1) − R^(−b) J_s.

As R → ∞ at fixed K_s, this leaves J_(s−1) = 0, that is

η_s = (K_s/K_(s−1)) η_1 η_(s−1).

Applying this from s = 2 upwards gives η_s = K_s η_1^s. The Walton relation has emerged because detachment, whose rate is proportional to R, outruns growth, which carries the additional small factor n_1.

In (8) the left side is of order R^(−b) and the nucleation loss of order R^(−a). Both vanish, leaving σ_x η_1 ν = 1. The birth rate becomes

dν/dθ = σ_i K_i η_1^(i+1) = σ_i K_i/(σ_x ν)^(i+1).

Integrating from ν = 0 gives ν^(i+2) = (i+2)θσ_iK_i/σ_x^(i+1), and N = R^(−a)ν is again (1).

The start needs care, since a fresh surface has no islands to catch adatoms. There n_1 ≈ θ. If subcritical clusters are already equilibrated, N ≈ σ_i K_i R θ^(i+2)/(i+2). Capture becomes important when σ_x R N θ ≈ 1, at a coverage

θ_c ≈ [(i+2)/(σ_i σ_x K_i R²)]^(1/(i+3)).   (9)

The islands born by then, N_c = 1/(σ_x R θ_c), contribute to N^(i+2) at most about a fraction θ_c/[(i+2)²θ] of the final value, since capture before θ_c is ignored here. The surplus of adatoms then needs a further coverage of order θ_c to decay, which changes N^(i+2) by a larger fraction, of order θ_c/θ. Both fractions tend to zero with growing R, so starting the integration at ν = 0 is justified to leading order.

**Corrections at finite D/F**

The largest correction for i = 1 can be found from (8). Keep the nucleation loss, but neglect the derivative on the left. Then n_1 is multiplied by 1 − (i+1)dN/dθ, and (5) by the power i+1 of this factor. To first order,

N^(i+1) dN/dθ = c [1 − (i+1)² dN/dθ],

where c is the coefficient of dθ in (5). Integration gives N^(i+2)/(i+2) = c[θ − (i+1)²N], so N is lowered by the factor

1 − (i+1)² N/[(i+2)θ].   (10)

The full kinetics (7) and (8) were integrated for σ_s = 2 up to size i, σ_x = 4 and θ = 0.1. The Walton constants were K_2 = 5 for i = 2, and K_2 = 5, K_3 = 20 for i = 3. Between R = 10⁹ and 10¹⁰ the flux exponents at fixed coverage are 0.3323, 0.5001 and 0.6008 for i = 1, 2 and 3, against 1/3, 1/2 and 3/5. At R = 10¹⁰ the densities are 0.9980, 1.0002 and 1.0018 times the law.

For i = 1, equation (1) gives N = (0.0375/10¹⁰)^(1/3) = 1.55 × 10⁻⁴, and (10) predicts a factor 0.9979, which accounts for the deficit. For i = 3, (9) gives θ_c ≈ 2.6 × 10⁻⁴. The initial surplus of adatoms acts in the direction of the small excess found there, but its size was not calculated.

At fixed time the computed exponents are 0.6688, 0.7492 and 0.7948, against 2/3, 3/4 and 4/5. This comparison pairs R = 10¹⁰ at θ = 0.01 with R = 10⁹ at θ = 0.1.

**Why the capture numbers matter**

Capture numbers describe diffusion towards an island and need not be constant. Let an island be a disc of radius r_0, with lengths in units of the square root of a site area. Treat the other islands as a uniform absorbing medium. The local adatom density n(r) satisfies

F + D∇²n − Dn/ξ² = 0,   ξ^(−2) = σ_x N.

Far away n = n_1 = Fξ²/D, which is (4). With n = 0 at the edge, the solution is

n = n_1 [1 − B_0(r/ξ)/B_0(r_0/ξ)].

B_0 and B_1 are the modified Bessel functions of the second kind, named B to keep K for the Walton constants. Since B_0′ = −B_1, the inward flow 2πr_0 D dn/dr at the edge, divided by Dn_1, is

σ = 2πX B_1(X)/B_0(X),   X = r_0/ξ.   (11)

For mean islands covering the fraction θ, πr_0²N = θ, and so X² = r_0²σ_xN = σ_xθ/π. Inserting (11) for σ_x gives X B_0(X) = 2θB_1(X). This equation contains θ but neither N nor F. Thus σ_x is a function of coverage alone. If σ_i were so too, (5) would give

N^(i+2) = (i+2) K_i (F/D)^i ∫₀^θ σ_i σ_x^(−(i+1)) dθ′,

and the exponent would stand with a changed prefactor.

A critical cluster, however, has a fixed radius r_i, while ξ shrinks as N grows. For X ≪ 1, XB_1 ≈ 1 and σ_i ≈ 2π/B_0(X). At fixed coverage X ∝ N^(1/2), hence

δ = d ln σ_i/d ln N = ½ XB_1/B_0 ≈ σ_i/(4π).

Then N^(i+2) ∝ F^i N^δ, and the local exponent becomes approximately i/(i+2−δ). It lies above i/(i+2), and approaches it slowly as N falls, because σ_i decreases logarithmically.

**A silver-like film at 180 K**

The example uses rough values for silver on the (111) face of platinum: E_d = 0.17 eV, E_b = 0.15 eV, hop prefactor 10¹³ s⁻¹ and atom spacing a = 0.28 nm. The temperature is 180 K, the flux 0.01 monolayer per second and the coverage 0.1. The capture numbers are the round values σ_i = 2 and σ_x = 4.

With kT = 0.01551 eV the total hop rate is h = 10¹³ exp(−0.17/0.01551) = 1.74 × 10⁸ s⁻¹. In two dimensions the mean square displacement ha²t equals 4Dt, in ordinary units. Dividing ha²/4 by the site area √3a²/2 gives D = h/(2√3) = 5.02 × 10⁷ site areas per second, and R = 5.02 × 10⁹.

The bond factor is y = 1.584 × 10⁴, and K_2 = 3y = 4.753 × 10⁴. For i = 2,

N⁴ = 4 × 0.1 × 2 × 4.753 × 10⁴ / [4³ × (5.02 × 10⁹)²] = 2.36 × 10⁻¹⁷,
N = 6.97 × 10⁻⁵ per site.

With 0.0679 nm² per site this is 1.03 × 10¹¹ cm⁻², or a mean spacing N^(−1/2) of 31 nm. Equation (4) gives n_1 = 7.15 × 10⁻⁷.

Is the critical size really two? The ratio of growth to break-up for dimers is σ_2Dn_1/k_2 = K_2n_1 = 0.034, using σ_1 = σ_2. For trimers, break-up to growth is σ_2K_2/(σ_xK_3n_1) = 0.0042. Dimers therefore usually dissolve. Trimers usually grow, provided that those born in an open shape, with end atoms held by a single bond, turn compact before they break up. Since K_2/K_3 ≈ 3/(2y²), the window for i = 2 is 1/y² ≪ n_1 ≪ 1/y, apart from numerical factors.

Kinetics with reversible clusters up to seven atoms, weighted by all their shapes, gives N = 6.88 × 10⁻⁵, 1.3% below the law. Most of this comes from dimers lost to growth. Their balance, k_2n_2 + σ_2Dn_1n_2 = σ_1Dn_1², gives n_2 = K_2n_1²/(1+K_2n_1), or 0.967 of the Walton value; the kinetics gives the same. Since n_1 ∝ θ^(−1/4), the coverage average of K_2n_1 is 0.034/(3/4) = 0.045. The fourth root turns this into a deficit of 1.1% in N.

The same deficit grows as n_1 ∝ F^(1/2), which lowers the flux exponent by about 0.006. The kinetics gives 0.494 between 0.0033 and 0.03 monolayer per second. Its apparent energy is 0.120 eV, against (2 × 0.17 + 0.15)/4 = 0.1225 eV from (6).

At 100 K dimers survive, and the kinetics gives an exponent of 0.319 over the same fluxes, near 1/3. Here R ≈ 7.8 × 10⁵ and the law for i = 1 gives N ≈ 3.6 × 10⁻³ at the middle flux. By (10), the logarithm of N is lowered by 4N/(3θ); as N ∝ F^(1/3), the exponent falls by 4N/(9θ) ≈ 0.016. With two atoms used per birth, nucleation has by then consumed 2N/θ, or about 7%, of the deposited atoms.

**How far a real surface departs from the model**

At 180 K, with a rough desorption energy of 2.5 eV, desorption is 61 orders of magnitude slower than capture, so complete condensation is safe. Other assumptions are less so. The following estimates change one assumption at a time.

Flux landing on islands reduces the supply to the bare terrace to about F(1−θ). Through the adatom density alone, the birth rate then carries (1−θ)³, and N falls by 3.7%. The loss of bare area for births, a further factor 1−θ, would bring this to about 5%. Capture numbers from (11), with a critical disc of two site areas, reach 1.46 for the dimer and 4.9 for islands. With the steady adatom density (4), and with the start-up and the atoms used in nucleation left out, they raise N by about 10%, to 7.6 × 10⁻⁵, and give a flux exponent of 0.514; the estimate 2/(4−δ) is 0.515. Solving p = i/(i+2) for i = 2p/(1−p) would turn this exponent into an apparent critical size of 2.1. The direction of the change in N belongs to the uniform medium behind (11), which suits randomly placed islands. Evenly spaced islands capture more strongly. For one island at the centre of a circular cell of area 1/N with no flow through its rim, σ_x = 4π(1−θ)/(−ln θ − 3/2 + 2θ − θ²/2), which is 11.3 at θ = 0.1, and averaging the birth rate over the cell lowers N by about 20% instead of raising it. The arrangement of the islands thus leaves N uncertain by some tens of percent in either direction.

Steps also collect adatoms. With ξ = 15.6 nm and an assumed terrace width of 200 nm, zones of width ξ along both edges occupy 16% of the terrace. The zone poor in islands is wider than that, because births go as n_1³ and ξ was longer earlier in the deposition. Solving the diffusion equation across the terrace with absorbing edges and a local island density gives about a third of the interior N at distance ξ, 90% of it only some 36 nm from the edge, and a terrace average about 20% lower. The calculated density refers to the interior.

Mobile clusters could matter more. If dimers diffuse with coefficient D_2, their encounters with adatoms are faster by about 1 + D_2/D. Islands, however, now capture dimers too, at the rate σ_xD_2N if the capture number is the same. Relative to break-up this is σ_xD_2N/k_2 = σ_xNK_2D_2/(σ_1D) = 6.6 D_2/D. The birth rate is thus multiplied by about (1 + D_2/D)/(1 + 6.6 D_2/D), which is 0.26 for D_2 = D. The loss outweighs the gain and N falls, though by less than 30% for D_2 ≤ D, because of the fourth root. Neglecting dimer motion requires D_2 well below 0.15 D. A trimer meets another island before it grows if D_3N exceeds Dn_1. With equal prefactors this happens below a trimer barrier E_d + kT ln(N/n_1) = 0.24 eV, so the neglect requires a barrier well above that value.

An error in the diffusion barrier can have a larger effect still. At fixed i, a change of 0.02 eV in E_d changes N by exp(0.02/(2kT)), a factor of 1.9. Strain and long-range forces between adatoms, absent here, can alter both barriers and bonds. The density is therefore an order-of-magnitude figure for the real film.

**What the two derivations assume**

Both use mean-field capture: every island sees the same average adatom density, and correlations between island positions are ignored. Both need immobile clusters, irreversible growth beyond i, no coalescence, and capture numbers that are constant or depend on coverage alone.

The first derivation postulates equilibrium up to size i and a steady adatom gas. It needs no detachment rates, so it holds for any microscopic break-up path that maintains the equilibrium. In return, it cannot say when the equilibrium fails.

The second needs detachment rates obeying detailed balance, with single atoms attaching and leaving. From these it obtains both postulates as leading-order results, and it shows which terms were dropped. Its price is a formal limit, R → ∞ with i held fixed. On a real lattice at fixed temperature, n_1 falls as R grows, and eventually trimers too break up before they grow. The law then changes to a larger critical size. A critical size that occurs thus belongs to a window of adatom density, which can be wide when the binding is strong compared with kT. Not every i need have one: with pair bonds on the triangular lattice, the third to sixth atoms of a compact cluster each add two bonds, so trimers to hexamers all lose their stability near n_1 ~ 1/y². The eighth and ninth atoms also add only two bonds, so slightly below that density octamers and nonamers shrink back to the heptamer faster than they grow. The definition of i as the largest unstable size and the irreversibility of islands are then no longer sharp. The hexamer limits nucleation only down to about n_1 ~ y^(−7/3), where the nonamer takes over. A measured exponent points to i within such a window only if the coverage is held fixed, the assumptions above hold and the corrections are small. Slow attachment at island edges, for example, makes σ_x grow with the island perimeter, as (θ/N)^(1/2). By (5) this moves the exponent for i = 1 from 1/3 towards 1/2, where it could be mistaken for i = 2.

The numerical output following the text lists the main computed values; the other numbers follow from the formulas and inputs given here.

Table of computed values

```
General kinetics, D/F = 1e9 and 1e10, coverage 0.1
i=1: flux exponent at fixed coverage 0.3323 (law 0.3333)
i=1: flux exponent at fixed time 0.6688 (law 0.6667); N kinetics/law 0.9980
i=2: flux exponent at fixed coverage 0.5001 (law 0.5000)
i=2: flux exponent at fixed time 0.7492 (law 0.7500); N kinetics/law 1.0002
i=3: flux exponent at fixed coverage 0.6008 (law 0.6000)
i=3: flux exponent at fixed time 0.7948 (law 0.8000); N kinetics/law 1.0018
Lattice gas at y=20: n2/n1^2 = 60.000, n3/n1^3 = 19600.2
Shape sums at y=20: K2 = 60.000, K3 = 19600.0
Example inputs (rough, silver on Pt(111) regime)
diffusion barrier 0.17 eV, pair bond 0.15 eV, desorption 2.5 eV
prefactor 1e+13 1/s, temperature 180 K, flux 0.01 ML/s, coverage 0.1
atom spacing 0.28 nm, terrace width 200 nm, sig_i 2.0, sig_x 4.0
Example results
kT = 0.01551 eV; site area = 0.06790 nm^2
total hop rate = 1.7386e+08 1/s; D = 5.0190e+07 site areas/s
D = 3.408e-08 cm^2/s; D/F = 5.0190e+09
y = exp(Eb/kT) = 1.5842e+04; K2 = 4.7527e+04
island density, law = 6.9687e-05 per site
island density, law = 1.026e+11 cm^-2
island density, kinetics = 6.8763e-05 per site
mean spacing N^(-1/2) = 31.21 nm
adatom density, law = 7.1477e-07, kinetics = 7.2401e-07 per site
dimer density / Walton value in kinetics = 0.9669
flux exponent, kinetics, 0.0033 to 0.03 ML/s = 0.4940
apparent energy: kinetics 0.1204 eV, law 0.1225 eV
flux exponent at 100 K, kinetics = 0.3187
Neglected effects
dimer growth/break-up = n2/n1 = 0.0340
trimer break-up/growth = 0.00418
log10(desorption/capture) = -61.1
N factor from flux landing on islands = 0.9629
diffusion capture numbers at end: sig_i 1.464, sig_x 4.885
N with varying capture numbers = 7.6395e-05 per site
its flux exponent = 0.5136; delta = 0.1165; 2/(4-delta) = 0.5150
screening length = 15.61 nm; denuded terrace fraction = 0.156
trimer mobility matters below barrier = 0.241 eV
```
